Specular reflection from a Gaussian rough surface, derived in two ways

**A number to explain**

A shear wave of wavelength 10 nm meets, at normal incidence, a surface whose height has an rms value of 0.5 nm, one twentieth of the wavelength. Solving the wave equation for 300 random surfaces of this kind and averaging the reflected amplitude gives a mirror-like beam carrying 0.671 of the incident energy if the surface is free, and 0.674 if it is clamped. The finite ensemble leaves a sampling uncertainty of about 0.006 (one standard deviation) in these numbers, largely common to both because the same surfaces are used. Why is a third of the energy lost from the beam, and why do two opposite boundary conditions almost agree? The coefficient matters: an exponent 16π³η²/λ², with η the rms height and λ the wavelength, which has one factor π more than the result below, would leave only 0.289.

The answer derived below is

p = exp(−4k²η²cos²θ), k = 2π/λ,  (1)

where θ is the angle of incidence from the mean surface normal. The specularity p is the fraction of the incident energy flux that leaves in the coherent specular beam. Equation (1) is an approximation for surfaces that vary slowly on the scale of the wavelength.

**The model**

The problem is classical and contains only lengths, so nanometres are used. A homogeneous isotropic solid fills the region z < h(x). Its surface has grooves along y, and the displacement u is also along y. Such a shear-horizontal wave does not convert into other polarizations, so the scalar equation

∂²u/∂x² + ∂²u/∂z² + k²u = 0

holds without further approximation within linear elasticity. The time factor exp(−iωt) is omitted. A free surface has no traction, so the normal derivative vanishes, ∂ₙu = 0. A clamped surface has u = 0.

The height is a stationary Gaussian random function with

⟨h⟩ = 0, ⟨h(x)h(x+s)⟩ = η²C(s), C(0) = 1,

and C falls to zero beyond a correlation length L. For bookkeeping the surface repeats with a period P much larger than L, and P goes to infinity at the end.

The incident wave travels upward:

u_inc = exp(iKx + ik_z z), K = k sinθ, k_z = k cosθ.

Below the deepest trough, periodicity restricts the reflected field to

u_ref = Σₙ Rₙ exp(iKₙx − iqₙz),

Kₙ = K + Gₙ, Gₙ = 2πn/P, qₙ = √(k² − Kₙ²).

For |Kₙ| > k the root is positive imaginary, so the wave decays into the solid. The order n = 0 is the specular one. The energy flux of a propagating order through a horizontal plane is proportional to qₙ|Rₙ|², and the incident flux is proportional to k_z. Since q₀ = k_z, the specular order carries the fraction |R₀|².

**First derivation: the field on the surface**

*An exact expression for R₀.* Take the test wave

v = exp(−iKx + ik_z z),

which obeys the same wave equation as u. Green's identity says that the integral of v∂ₙu − u∂ₙv over a closed boundary, with outward normal, is zero. Let the boundary consist of one period of the surface S, a horizontal line z = −b below the troughs, and two vertical sides. The sides cancel, because the factors exp(iKx) in u and exp(−iKx) in v make the integrand periodic. On the lower line the outward normal points along −z. Therefore

∫_S (v∂ₙu − u∂ₙv) ds = ∫ (v∂_z u − u∂_z v) dx at z = −b.

On the right, the incident wave contributes nothing, since both terms contain the same factor ik_z. Orders with n ≠ 0 integrate to zero over a period. For n = 0 the product of the exponentials is 1, and the integrand is

−ik_zR₀ − ik_zR₀ = −2ik_zR₀.

Dividing by −2ik_zP, and using 1/(−2i) = i/2, gives

R₀ = [i/(2k_zP)] ∫_S (v∂ₙu − u∂ₙv) ds.  (2)

On the surface the outward normal times the line element is (−h′, 1)dx, so

∂ₙv ds = (−h′∂_x + ∂_z)v dx = i(k_z + Kh′)v dx.

*Free surface.* Here ∂ₙu = 0, and the factor −i·i = 1 leaves

R₀ = [1/(2k_zP)] ∫ u (k_z + Kh′) v dx.  (3)

Nothing has been approximated so far, but the surface value of u is unknown. The tangent-plane, or Kirchhoff, approximation supplies it: each piece of surface is taken to reflect as an infinite plane with the local height and slope. On a free plane the reflected wave equals the incident wave at the boundary, whatever the tilt, so u = 2u_inc. On the surface u_inc v = exp(2ik_zh), and (3) becomes

R₀ = (1/P) ∫ [1 + (K/k_z)h′] exp(2ik_zh) dx.

The slope term is a total derivative,

h′exp(2ik_zh) = d/dx [exp(2ik_zh)/(2ik_z)],

and integrates to zero over a period.

*Clamped surface.* Here u = 0. On a clamped plane the reflected wave is minus the incident one, and reversing the normal component of its wavevector supplies a second minus sign in the normal derivative. Hence ∂ₙu = 2∂ₙu_inc, with

∂ₙu_inc ds = i(k_z − Kh′)u_inc dx.

Inserting this in (2), the factor i·2i/2 = −1 appears and the slope term again integrates to zero. Both cases are therefore

R₀ = ±(1/P) ∫ exp(2ik_zh) dx,  (4)

with plus for free and minus for clamped. The sign disappears from the energy, which is why the two boundary conditions agree at this level.

The phase 2k_zh has a simple meaning. Raising the surface by h lengthens the path up and back, and the change of phase is k_zh on each leg. At oblique incidence the vertical wavenumber counts, which brings in cosθ.

*The average.* By stationarity the mean of exp(2ik_zh) is the same at every x:

⟨exp(2ik_zh)⟩ = (2πη²)^(−1/2) ∫ exp(−h²/(2η²) + 2ik_zh) dh.

Completing the square in the exponent gives

−h²/(2η²) + 2ik_zh = −(h − 2ik_zη²)²/(2η²) − 2k_z²η².

The first term on the right is a Gaussian displaced along the imaginary axis. The integrand is analytic and decays at both ends of the strip, so the displacement does not change the integral, which cancels the normalization. Hence

⟨R₀⟩ = ±exp(−2k_z²η²).  (5)

The coherent beam is the ensemble-mean field. Its energy fraction is the squared magnitude of (5):

p = |⟨R₀⟩|² = exp(−4k_z²η²) = exp(−4k²η²cos²θ).

The coefficient 4 is thus made of a 2 from the path up and back, squared to 4, a 1/2 from the Gaussian average, and a 2 from squaring the amplitude.

**Second derivation: matching waves and counting energy**

This derivation finds all the reflected orders at once and averages their energies, not their amplitudes.

*Matching.* Assume that the sum of reflected waves can be used up to the surface itself. For a clamped surface u = 0 at z = h. After division by exp(iKx) this reads

exp(ik_zh) + Σₙ Rₙ exp(iGₙx − iqₙh) = 0.  (6)

If the surface varies slowly, the orders carrying appreciable energy lie close to the specular direction, and qₙ may be replaced by k_z. The factor exp(−ik_zh) then comes out of the sum:

Σₙ Rₙ exp(iGₙx) = −exp(2ik_zh).  (7)

The reflected amplitudes are Fourier coefficients of a pure phase factor.

For a free surface, applying −h′∂_x + ∂_z to the total field gives

(k_z − Kh′)exp(ik_zh) = Σₙ Rₙ(qₙ + Kₙh′)exp(iGₙx − iqₙh).

With qₙ ≈ k_z, Kₙ ≈ K and |h′|tanθ ≪ 1, this reduces to (7) with a plus sign.

*Energy in each order.* Equation (7) gives

Rₙ = ∓(1/P) ∫ exp(2ik_zh(x) − iGₙx) dx,

with the upper sign for clamped. With qₙ ≈ k_z the energy fraction in order n is |Rₙ|². Its average contains the height difference D = h(x₁) − h(x₂) of two points:

⟨|Rₙ|²⟩ = (1/P²) ∫∫ ⟨exp(2ik_zD)⟩ exp(−iGₙ(x₁ − x₂)) dx₁dx₂.

D is Gaussian with zero mean and variance

σ² = η² + η² − 2η²C(s) = 2η²[1 − C(s)], s = x₁ − x₂.

To find φ(a) = ⟨exp(iaD)⟩, differentiate: φ′ = i⟨D exp(iaD)⟩. The Gaussian density w obeys Dw = −σ²dw/dD, so integration by parts gives ⟨D exp(iaD)⟩ = iaσ²φ. Thus φ′ = −aσ²φ with φ(0) = 1, and φ = exp(−a²σ²/2). For a = 2k_z,

⟨exp(2ik_zD)⟩ = exp(−g[1 − C(s)]), g = 4k_z²η².

This depends only on s, so one integral gives a factor P:

⟨|Rₙ|²⟩ = (1/P) ∫ exp(−g[1 − C(s)]) exp(−iGₙs) ds,  (8)

over −P/2 < s < P/2.

*Separating the beam.* For separations much larger than L, C vanishes and the pair average tends to exp(−g), not to zero. Subtract that constant:

exp(−g[1 − C]) = exp(−g) + exp(−g)[exp(gC) − 1].

The constant contributes exp(−g) to n = 0 and nothing to any other order. This is the sharp specular beam, and it reproduces (1). The remainder is confined to separations of order L. It gives each order an energy proportional to L/P, spread over a number of orders that grows as P/L. This is the diffuse part.

The sum of (8) over all n is a Fourier series evaluated at s = 0, where C = 1, so the total is 1. The diffuse part therefore carries

1 − exp(−g).

The energy missing from the beam has not been absorbed; it leaves in other directions.

At finite P some diffuse energy also falls into the order n = 0:

⟨|R₀|²⟩ − p = (p/P) ∫ [exp(gC) − 1] ds.

For the example, with C = exp(−s²/L²), L = 20 nm and P = 405 nm, this is 0.0269 at normal incidence. Sampling expression (4) over 5000 random surfaces gives 0.0268, with a relative sampling uncertainty of about √(2/5000), or 2 percent. The excess vanishes as P grows. It is also the variance of R₀, so a single large surface gives nearly the ensemble mean. This justifies identifying the mean field with the beam seen on one sample.

**What each derivation assumes**

The first derivation makes its approximation in the surface field. It never uses the reflected-wave sum inside the troughs, and it keeps the slope term, which cancels. Its average needs the height distribution at one point only. The second continues the sum up to the surface, and treats all important orders as having the same vertical wavenumber. It needs the joint Gaussian distribution at two points and the decay of C, and in return it gives the diffuse energy as well.

Both treat reflection as local. That requires small slopes, a surface that bends little within a wavelength, kL ≫ 1, and incidence away from grazing. Near grazing k_z is small, so a modest change of direction changes qₙ by a large fraction, and a crest can shade its neighbour.

The second route also shows how the result fails. Return to (6) for a clamped surface, keep qₙ, and expand in powers of h. Write h = Σₙ hₙexp(iGₙx), where h₋ₙ = hₙ* because h is real. At zeroth order the flat surface gives R₀ = −1. At first order

2ik_zh + Σₙ Rₙ⁽¹⁾exp(iGₙx) = 0, so Rₙ⁽¹⁾ = −2ik_zhₙ.

At second order the h² terms of exp(ik_zh) − exp(−ik_zh) cancel. The n = 0 Fourier component of what remains is

R₀⁽²⁾ = i Σₙ qₙRₙ⁽¹⁾h₋ₙ = 2k_z Σₙ qₙ|hₙ|².

Since ⟨h₀⟩ = 0, the mean amplitude is

⟨R₀⟩ = −1 + 2k_z Σₙ qₙ⟨|hₙ|²⟩,

and, to the same order in height,

p = 1 − 4k_z Σₙ Re(qₙ)⟨|hₙ|²⟩.  (9)

Because Σₙ⟨|hₙ|²⟩ = η², replacing every qₙ by k_z recovers p = 1 − 4k_z²η², the start of the exponential. In general the loss is that value times the spectral average of Re(qₙ)/k_z. For C = exp(−s²/L²) and P → ∞, the normalized spectral weight is the Fourier transform of C divided by 2π:

W(G) = [L/(2√π)] exp(−G²L²/4), with ⟨G²⟩ = 2/L².

If kL is large, expand q about G = 0. The linear term averages to zero. The second derivative is −k²/k_z³, so the average of q/k_z is approximately

1 − (1/2)(k²/k_z⁴)(2/L²) = 1 − 1/(k²L²cos⁴θ).  (10)

In the example kL = 12.57, and at normal incidence the full spectral average is 0.9936, a reduction of 0.6 percent. At 45° cos⁴θ = 1/4, and (10) gives a reduction of 2.5 percent; the full spectral average, without the expansion in G, gives 3.0 percent.

The full wave solutions can be compared with the tangent-plane average over the same surfaces, which removes most of the sampling error. The exponents −ln p are:

0°: tangent plane 0.3968, free 0.3994, clamped 0.3943.

45°: tangent plane 0.1982, free 0.2040, clamped 0.1923.

The clamped exponents lie below the tangent-plane values by 0.6 and 3.0 percent of those values, close to the estimate. The free exponents lie above by 0.7 and 2.9 percent; expansion (9) was made for a clamped surface, and the free-surface weight given in the next paragraph averages to 1.007 and 1.033 at these two angles, which accounts for the sign.

For a much shorter correlation length, L = 2 nm with η = 0.1 nm, kL is only 1.26. The spectral average at normal incidence is then 0.507, and the full clamped solution gives 0.505 of the exponent in (1). The numerical check asserts agreement within 5 percent of the predicted value; the sampling error is one to two percent, so the closer match seen here is partly chance. For the clamped surface the tangent-plane result overstates the loss by about a factor of two here, although the slopes are small: 37 percent of the roughness spectrum has |G| > k and would scatter into evanescent waves, which carry no energy away, and the rest enters (9) with the weight q/k < 1. A free surface has a different weight. Expanding its matching equation to first order gives qₙRₙ⁽¹⁾ = 2i(k² − KKₙ)hₙ. The energy qₙ|Rₙ⁽¹⁾|²/k_z of the propagating orders is what the beam loses, so the weight Re(qₙ)/k_z is replaced by Re[(k² − KKₙ)²/(k_z³qₙ)], which is Re(k/q) at normal incidence. Its spectral average at normal incidence is 0.92 here, but this closeness to 1 is special to the case: it is 0.53 at kL = 0.63 and 1.18 at kL = 2.5, and at 45° with kL = 1.26 it is 2.0, so there (1) understates the loss by a factor of two. Small slope alone is therefore not sufficient for (1).

The shape of the height distribution also enters. Take expression (4) at normal incidence with η = 0.5 nm, where the change described next raises the exponent from 0.395 to 0.412, by about 4 percent of the Gaussian value. Heights spread uniformly between −√3η and √3η have the same rms value η. Their mean phase factor is sin(a)/a with a = 2√3kη, and its square is 0.663 in the example, against 0.674 for Gaussian heights. Both start as 1 − 4k²η²; they differ from the next power of η² onward.

**The extra factor π**

Insert k = 2π/λ in (1):

4k²η²cos²θ = 4(4π²/λ²)η²cos²θ = 16π²η²cos²θ/λ².

At normal incidence the exponent is 16π²η²/λ². The exponent 16π³η²/λ² mentioned at the start is larger by one factor π. Neither derivation produces that factor if η is the rms height.

Could the factor arise from measuring roughness by the mean absolute height instead? For a Gaussian,

⟨|h|⟩ = 2(2πη²)^(−1/2) ∫₀^∞ h exp(−h²/(2η²)) dh = 2η²/√(2πη²) = η√(2/π),

so η² = (π/2)⟨|h|⟩². The correct exponent would then read 8π³⟨|h|⟩²/λ². This contains π³, but the coefficient 16π³ is still twice too large.

For λ = 10 nm and η = 0.5 nm, η²/λ² = 0.0025, and

correct: 16π² × 0.0025 = 0.395, p = exp(−0.395) = 0.674,

with extra π: 16π³ × 0.0025 = 1.240, p = exp(−1.240) = 0.289.

At 45° the correct exponent halves to 0.197 and p rises to 0.821.

The error shifts the wavelength at which a surface changes from mirror-like to rough. Setting p = 1/2 at normal incidence gives 16π²η²/λ² = ln 2, or

λ = 4πη/√(ln 2) = 7.55 nm.

The extra π multiplies this by √π, to 13.38 nm. Conversely, an rms height inferred from a given p with the 16π³ form is too small by √π.

**Use in boundary scattering**

Suppose waves reach the boundary isotropically from the three-dimensional half space and p depends on direction only through θ. This goes beyond the grooved model: the scalar equation holds only for shear-horizontal waves travelling in the xz plane, and on a surface rough in both directions, or for other polarizations, elastic modes convert into one another. For waves confined to the xz plane the weight would be cosθ dθ, and the average below would be 0.774 instead of 0.826. The flux through the surface weights each direction by cosθ. With μ = cosθ the normalized weight is 2μdμ, and for a = 4k²η² the substitution t = μ² gives

p̄ = ∫₀¹ 2μ exp(−aμ²) dμ = ∫₀¹ exp(−at) dt = (1 − e^(−a))/a.

In the example p̄ = (1 − 0.6738)/0.3948 = 0.826. It exceeds the normal-incidence value because oblique waves see a smaller phase spread. The formula is unreliable near grazing: at cosθ = 0.10 the free surface of the example gives p = 0.95 against 0.996 from (1). At kL = 12.57 this matters little, and full wave solutions put into the same weight give p̄ = 0.820 for a free and 0.831 for a clamped surface. For short correlation lengths the average fails: at L = 2 nm the loss averaged over angle, to second order in height, is 2.7 times the value from (1) for a free surface and 0.60 times for a clamped one.

If successive wall hits are independent and have the same p, the chance that the first n are all specular is pⁿ. Let N count the hits up to and including the first non-specular one. Then N exceeds n with probability pⁿ, and the mean of a positive integer variable is the sum over n = 0, 1, 2, … of the probabilities that it exceeds n, so the mean of N is

1 + p + p² + … = 1/(1 − p).

For normal-incidence values this is 3.07, against 1.41 with the extra π.

A non-specular reflection need not randomize the direction. By (8), for g of order one or less, the diffuse part has a spread in horizontal wavenumber of order 1/L. For the Gaussian C, expanding exp(gC) − 1 in powers of g gives ⟨G²⟩ = 2g/[L²(1 − exp(−g))]. At normal incidence this is an rms angle of about 1.6/(kL) = 0.12 radian in the example. Such waves keep most of their memory of the incident direction. A transport model that redistributes the fraction 1 − p over all angles therefore adds an assumption that (1) does not contain, and for smooth, long-correlated roughness it overstates the resistance of the boundary.

Calculated quantities

```
wavelength = 10.0 nm
rms height eta = 0.50 nm
correlation length = 20.0 nm
surface period = 405.0 nm
wavenumber k = 0.62832 1/nm
k*eta = 0.3142, k*corr = 12.566 (no unit)
rms slope = 0.0354 (no unit)
number of random surfaces = 300
theta = 0 deg: exponent from formula = 0.3948
  exponent, tangent plane, same surfaces = 0.3968
  exponent, full wave, free = 0.3994
  specularity, full wave, free = 0.6707
  exponent, full wave, clamped = 0.3943
  specularity, full wave, clamped = 0.6742
theta = 45 deg: exponent from formula = 0.1974
  exponent, tangent plane, same surfaces = 0.1982
  exponent, full wave, free = 0.2040
  specularity, full wave, free = 0.8155
  exponent, full wave, clamped = 0.1923
  specularity, full wave, clamped = 0.8251
largest energy-flux error = 3.1e-06 (no unit)
largest Green-formula error = 5.8e-07 (no unit)
short-correlation case: eta = 0.10 nm, corr = 2.0 nm
  k*corr = 1.257 (no unit)
  full-wave exponent / formula, clamped, 0 deg = 0.505
  same ratio from second-order theory = 0.507
  second-order ratio at corr = 20.0 nm = 0.9936
background in specular order, sampled = 0.0268
background in specular order, formula = 0.0269
mean amplitude at 0 deg = 0.8209
mean absolute height = 0.3989 nm
(eta / mean absolute height)^2 = 1.5708
specularity, uniform heights, same eta, 0 deg = 0.6626
specularity from formula, 0 deg = 0.6738
specularity from formula, 45 deg = 0.8209
exponent with spurious pi, 0 deg = 1.2403
specularity with spurious pi, 0 deg = 0.2893
flux-weighted angular mean specularity = 0.8262
wavelength with p = 1/2, 0 deg = 7.547 nm
same wavelength with spurious pi = 13.376 nm
mean hits to first diffuse one, 0 deg = 3.066
same number with spurious pi = 1.407
```
